Configuration weights in coupled-cluster theory and why they can be negative

When a bond is stretched, or when many electron pairs are each moderately correlated, one determinant may no longer describe the electronic state well. A natural question is then how much of the state still resides in the reference determinant, and how much in single and double excitations. For a normalized configuration-interaction state the answer is the squared coefficient of each determinant. A coupled-cluster calculation offers no such direct answer. Its ket is not normalized to one, and its energy and properties are computed with a separate bra that is not the adjoint of the ket. A weight consistent with the theory must use both.

**1. The two states**

Let Φ₀ be a normalized reference determinant of N electrons in a finite set of real orthonormal spin orbitals. Indices i, j denote occupied spin orbitals and a, b virtual ones. Excitation operators and excited determinants are

τ_i^a = a_a† a_i,  Φ_i^a = τ_i^a Φ₀,  Φ_ij^ab = τ_i^a τ_j^b Φ₀.  (1)

Excitation operators commute with one another, because they create only in virtual and annihilate only in occupied orbitals. In coupled cluster with singles and doubles (CCSD),

T = T₁ + T₂ = Σ_ia t_i^a τ_i^a + ¼ Σ_ijab t_ij^ab τ_i^a τ_j^b,
Λ = Λ₁ + Λ₂ = Σ_ia λ_i^a (τ_i^a)† + ¼ Σ_ijab λ_ij^ab (τ_i^a τ_j^b)†.  (2)

The doubles amplitudes change sign under i↔j and under a↔b. The factor ¼ compensates for counting each distinct double excitation four times. All amplitudes are real. The ket and the bra are

|Ψ⟩ = e^T |Φ₀⟩,  ⟨Ψ̃| = ⟨Φ₀|(1 + Λ) e^(−T).  (3)

The amplitudes make the following functional stationary:

𝓛 = ⟨Ψ̃|H|Ψ⟩ = ⟨Φ₀|(1 + Λ) H̄|Φ₀⟩,  H̄ = e^(−T) H e^T.  (4)

Variation of λ_μ gives the amplitude equations. For variation of t_ν, the commutation of excitation operators gives ∂e^(±T)/∂t_ν = ±τ_ν e^(±T), so ∂H̄/∂t_ν = H̄τ_ν − τ_νH̄. The two sets of equations are therefore

⟨Φ_μ|H̄|Φ₀⟩ = 0,  ⟨Φ₀|(1 + Λ)[H̄, τ_ν]|Φ₀⟩ = 0,  (5)

with μ and ν running over the excitations retained in T. When the first set holds, 𝓛 equals the coupled-cluster energy E = ⟨Φ₀|H̄|Φ₀⟩.

**2. Definition of the weights and their sum**

For each determinant Φ_I, define a right coefficient, a left coefficient and their product:

C_I = ⟨Φ_I|Ψ⟩,  L_I = ⟨Ψ̃|Φ_I⟩,  W_I = L_I C_I.  (6)

The weight is the coupled-cluster expectation value of the projector |Φ_I⟩⟨Φ_I|. It does not change if the ket is multiplied by a constant and the bra divided by it.

The normalization of the pair follows from (3):

⟨Ψ̃|Ψ⟩ = ⟨Φ₀|(1 + Λ) e^(−T) e^T|Φ₀⟩ = 1 + ⟨Φ₀|Λ|Φ₀⟩ = 1.  (7)

The last term vanishes because Λ de-excites and there is nothing below Φ₀. The N-electron determinants form a complete orthonormal set, Σ_I |Φ_I⟩⟨Φ_I| = 1, which can be inserted between bra and ket:

Σ_I W_I = Σ_I ⟨Ψ̃|Φ_I⟩⟨Φ_I|Ψ⟩ = ⟨Ψ̃|Ψ⟩ = 1.  (8)

This proof uses neither the truncation level nor equations (5). The sum is one even for unconverged amplitudes, so it says nothing about the quality of a calculation.

**3. Right coefficients**

Expand e^T = 1 + T₁ + T₂ + ½T₁² + …, where the omitted terms excite at least three electrons. The reference and singles coefficients are C₀ = 1 and C_i^a = t_i^a.

A double excitation comes from T₂ and from ½T₁². For given i, j, a, b, the square contains the product t_i^a t_j^b twice, once for each order of the factors, which cancels the ½. It also contains t_i^b t_j^a twice, with the operator τ_i^b τ_j^a. Exchanging the two creation operators shows that τ_i^b τ_j^a = −τ_i^a τ_j^b. Hence

C_ij^ab = t_ij^ab + t_i^a t_j^b − t_i^b t_j^a.  (9)

Products such as T₁T₂ and ½T₂² in general also give the ket triple and quadruple excitations.

**4. Left coefficients**

In ⟨Φ₀|(1 + Λ)e^(−T)|Φ_I⟩, the factor e^(−T) can only leave the excitation rank of Φ_I unchanged or raise it. In CCSD, ⟨Φ₀|(1 + Λ) overlaps with nothing above doubles. Therefore

L_I = 0 for triple and higher excitations.  (10)

These determinants have zero weight even where the ket contains them.

For a double excitation, only the 1 in e^(−T) contributes. The four equal terms of Λ₂ cancel its factor ¼:

L_ij^ab = λ_ij^ab.  (11)

For a single excitation, Λ₁ acts with the 1 in e^(−T), and Λ₂ acts with −T₁. Since T₁Φ_i^a = Σ_jb t_j^b Φ_ij^ab, equation (11) gives

L_i^a = λ_i^a − Σ_jb λ_ij^ab t_j^b.  (12)

For the reference, e^(−T) = 1 − T₁ − T₂ + ½T₁² + … contributes up to doubles:

L₀ = 1 − Σ_ia λ_i^a t_i^a − ¼ Σ_ijab λ_ij^ab t_ij^ab + ¼ Σ_ijab λ_ij^ab (t_i^a t_j^b − t_i^b t_j^a).  (13)

The sign of ½T₁² is positive because it contains two factors of −T₁. In the last product, renaming a↔b and using λ_ij^ba = −λ_ij^ab turns −t_i^b t_j^a into +t_i^a t_j^b. The last sum is therefore ½ Σ λ_ij^ab t_i^a t_j^b.

**5. Reference, singles and doubles weights**

Three numbers suffice:

s = Σ_ia λ_i^a t_i^a,  d = ¼ Σ_ijab λ_ij^ab t_ij^ab,  q = ½ Σ_ijab λ_ij^ab t_i^a t_j^b.  (14)

Since C₀ = 1, the reference weight is L₀. The singles weight is the sum of t_i^a times (12), in which the double sum equals 2q. The doubles weight is ¼ times the unrestricted sum of (11) times (9); its product terms give q by the renaming just used. Thus

W₀ = 1 − s − d + q,
W_S = s − 2q,
W_D = d + q.  (15)

Adding the lines cancels s and d, and leaves q − 2q + q = 0, so

W₀ + W_S + W_D = 1.  (16)

The products s and d alone are the singles and doubles weights only if q = 0, as happens when T₁ vanishes. Equation (15) also shows when the reference weight is negative: when s + d − q > 1. Nothing in the definitions forbids this.

The class weights do not depend on how the occupied orbitals are mixed among themselves, or the virtual orbitals among themselves. Such rotations preserve the space of n-fold excited determinants, and hence its projector, while the full sets of singles and doubles in T and Λ transform within themselves. The weight of one determinant can change under these rotations. A rotation that mixes occupied with virtual orbitals changes the reference and so the meaning of the classes.

**6. A weight as an energy derivative**

Add a small energy x to one determinant, H(x) = H + x|Φ_I⟩⟨Φ_I|, keep the orbitals fixed and let the amplitudes relax. Provided the solution continues smoothly, the stationarity of 𝓛 removes the contributions from ∂t/∂x and ∂λ/∂x. What remains is the explicit derivative:

dE/dx at x = 0 = ⟨Ψ̃|Φ_I⟩⟨Φ_I|Ψ⟩ = W_I.  (17)

If all determinants are raised together, H becomes H + x, H̄ becomes H̄ + x, the commutator in (5) is unchanged, and E rises by x. The separate derivatives must then add to one, in agreement with (8).

Equation (17) makes a negative weight concrete: raising the energy of that determinant lowers the coupled-cluster energy. An exact ground-state energy cannot respond in this way. It is the minimum of ⟨H⟩ over normalized states, and adding a non-negative operator cannot lower that minimum. The truncated coupled-cluster energy is not obtained by such a minimization, so this argument does not protect it.

**7. The complete expansion has non-negative weights**

Let T and Λ now include all excitations up to N-fold, and let the described eigenstate of the real symmetric H be nondegenerate. The amplitude equations then leave no residual, so H̄|Φ₀⟩ = E|Φ₀⟩. The second equation in (5) becomes

0 = ⟨Φ₀|(1 + Λ)(H̄τ_ν − τ_νH̄)|Φ₀⟩ = ⟨Φ₀|(1 + Λ)(H̄ − E)|Φ_ν⟩  (18)

for every excited determinant. The same matrix element vanishes for Φ₀ itself. Hence ⟨Φ₀|(1 + Λ)(H̄ − E) = 0, and multiplication from the right by e^(−T) gives ⟨Ψ̃|(H − E) = 0.

The bra is thus a left eigenvector of H. For a symmetric H and a nondegenerate eigenvalue, it must be proportional to ⟨Ψ|, and (7) fixes the factor:

⟨Ψ̃| = ⟨Ψ|/⟨Ψ|Ψ⟩,  W_I = C_I² / Σ_J C_J² ≥ 0.  (19)

The ordinary probabilities are recovered. For a degenerate eigenvalue, equations (5) do not fix the bra within the degenerate space, and (19) need not hold. In CCSD this proportionality fails whenever the ket contains triples or quadruples, since their left coefficients vanish by (10). L_I and C_I may then have opposite signs, though they need not.

**8. Independent pairs: a proof of negativity**

A solvable case shows that negative weights do occur. Take M separate subsystems, each with a lower and an upper spatial level and two electrons of opposite spin. Let P_k† move the pair of subsystem k from its lower to its upper level, and let n_k be the number of electrons in that upper level:

H = Σ_k [ (Δ/2) n_k + g(P_k† + P_k) ],  Δ > 0, g ≠ 0.  (20)

In Φ₀ all pairs are in the lower levels. H neither breaks a pair nor transfers electrons between subsystems. The configurations it reaches from Φ₀ therefore have, in every subsystem, one full and one empty level. All other singles and doubles lead out of this paired space, so zero amplitudes for them satisfy both sets in (5). What remains is T = t Σ_k P_k† and Λ = λ Σ_k P_k.

For one pair, let |0⟩ and |1⟩ denote the lower and upper pair configurations. Their diagonal energies are 0 and Δ, and their coupling is g. Applying e^(tP†), then H, then e^(−tP†) gives

H̄|0⟩ = gt|0⟩ + (g + Δt − gt²)|1⟩,
H̄|1⟩ = g|0⟩ + (Δ − gt)|1⟩.  (21)

For several pairs, H̄ is a sum of such terms, because operators of different pairs commute. The amplitude equation and its lower-energy root are

g + Δt − gt² = 0,  t = [Δ − √(Δ² + 4g²)]/(2g).  (22)

With this t, H̄Φ₀ = MgtΦ₀ without any residual. The CCSD ket is an exact eigenstate of this model, with the exact ground-state energy E = Mgt.

For the left equation, (21) gives [H̄, P†]|0⟩ = g|0⟩ + (Δ − 2gt)|1⟩, where one −gt comes from H̄|1⟩ and the other from −P†H̄|0⟩. Hence g + λ(Δ − 2gt) = 0. Equation (22) implies Δ = g(t² − 1)/t, so Δ − 2gt = −g(1 + t²)/t and

λ = t/(1 + t²),  w ≡ λt = t²/(1 + t²).  (23)

There are no singles, so s = q = 0, and each pair contributes w to d. Equation (15) becomes

W₀ = 1 − Mw,  W_D = Mw.  (24)

The reference weight is negative as soon as M > 1/w.

The exact state is a product of the normalized factors (|0⟩ + t|1⟩)/√(1 + t²). Its reference weight is

W₀(exact) = [1/(1 + t²)]^M = (1 − w)^M,  (25)

which is positive. The difference has a definite origin. The exact bra is a product of factors ⟨0|(1 + λP)e^(−tP†) = (⟨0| + t⟨1|)/(1 + t²), one for each pair. It therefore contains Π_k(1 + λP_k), whereas CCSD keeps 1 + λΣ_k P_k. The missing products, such as λ²P_kP_l, de-excite four or more electrons. In this model the ket is exact, and the truncated bra alone causes the negative weight.

The value W_D > 1 also has a meaning. Consider the mean number of excited pairs. In the exact state each pair is excited with probability w, so the mean is Mw. In CCSD configurations with two or more excited pairs have zero weight, and the mean is 1 × W_D = Mw as well. The truncated weights reproduce this average, but they must place it entirely on configurations with one excited pair. Once the average exceeds one, the sum rule forces the reference weight below zero.

Two limits show how many pairs this takes. Rationalizing (22) gives t = −2g/[Δ + √(Δ² + 4g²)], so |t| < 1 and w < ½ for Δ > 0. At least three pairs are needed.

- For |g| ≪ Δ, t ≈ −g/Δ and w ≈ g²/Δ². The sign changes near M = Δ²/g², so even weakly correlated pairs produce a negative W₀ if there are enough of them.
- For |g| ≫ Δ, w approaches ½. Three pairs then give W₀ → −½, against an exact value of ⅛.

**9. Numbers for the pair model**

Choose Δ = 0.20 hartree and g = −0.20 hartree. Then √(Δ² + 4g²) = √0.20 = 0.4472 hartree, and

t = (0.20 − 0.4472)/(−0.40) = 0.618,
λ = 0.618/(1 + 0.382) = 0.447,
w = 0.447 × 0.618 = 0.276.  (26)

The threshold is 1/w = 3.62, so the sign changes between three and four pairs:

- M = 3: W₀ = 0.171 and W_D = 0.829; the exact reference weight is 0.379.
- M = 4: W₀ = −0.106 and W_D = 1.106; the exact reference weight is 0.274.

For M = 4 the exact doubles weight is 0.419, and a further 0.307 lies in configurations with more than one excited pair, to which CCSD assigns nothing. The CCSD energy, −0.494 hartree, nevertheless agrees with diagonalization. Raising only the reference configuration and solving the amplitude equations again gives an energy slope of −0.106, which confirms the negative weight without use of the bra. For M = 2, a calculation with every spin-conserving single and double excitation gives W₀ = 0.447, the value 1 − 2w of the pair treatment.

The correlation within each pair is the same for every M, yet W₀ falls as M grows, in the exact state as well. A small W₀ therefore does not by itself show that any one pair is strongly correlated.

**10. A case with singles and positive class weights**

The second example is an open Hubbard chain with four sites and four electrons. The hopping is 0.10 hartree, the on-site repulsion 0.30 hartree, and one end site is raised by 0.10 hartree. The reference fills the two lowest orbitals of the one-body Hamiltonian. These are not Hartree–Fock orbitals, and the singles amplitudes are not zero. The solution has s = 0.0989, d = 0.1739 and q = −0.0178. Equation (15) gives

W₀ = 1 − 0.0989 − 0.1739 − 0.0178 = 0.7094,
W_S = 0.0989 + 0.0356 = 0.1345,
W_D = 0.1739 − 0.0178 = 0.1561,  (27)

with sum 1.0000. The product s alone would have put the singles weight at 0.099 instead of 0.134.

Diagonalization in the same model gives 0.726, 0.125 and 0.139 for the three classes, with 0.007 in triples and 0.004 in quadruples. The CCSD ket does contain these higher excitations: their coefficients have a combined norm of 0.128, relative to C₀ = 1. Their weights vanish because their left coefficients do. The CCSD energy lies 7 × 10⁻⁵ hartree above the exact model energy.

In these orbitals no determinant has a negative weight. This depends on the orbitals: some rotations among the occupied and among the virtual orbitals, which leave the class weights (27) unchanged, give a single double excitation a weight of about −1 × 10⁻⁴. In the original orbitals the smallest weight up to doubles is shared by the two same-spin double excitations, each with L = −0.0345 and C = −0.0457, whose product is +0.0016. The common sign of L and C is a convention: reversing the sign of one orbital reverses both and leaves the product unchanged. A negative coefficient does not make a negative weight; opposite signs of L and C do. The derivatives (17), evaluated by finite differences for all 36 determinants with the reference's spin projection, agree with the products L_I C_I to within 3 × 10⁻⁸, and their sum is one to within 10⁻⁷.

The two examples delimit what may be read from these weights. They are a consistent partition of unity and equal the exact probabilities when the expansion is complete and the state is nondegenerate. In a truncated calculation they are not probabilities, and a negative value shows that the truncated bra and ket do not represent a common normalized state. It does not show that the energy is poor, as the four-pair case demonstrates. The remaining values are listed in the numerical output.

Values computed for the example and the checks

```
HUBBARD CHAIN, 4 sites, 4 electrons
hopping, repulsion, raised site = 0.10, 0.30, 0.10 hartree
CCSD total energy = -0.14070555 hartree
exact total energy in this model = -0.14077663 hartree
s = 0.098897, d = 0.173888, q = -0.017801 (dimensionless)
reference weight: CCSD 0.709415, exact 0.725579
singles weight: CCSD 0.134498, exact 0.125191
doubles weight: CCSD 0.156087, exact 0.138556
triples weight: CCSD 0.000000, exact 0.006849
quadruples weight: CCSD 0.000000, exact 0.003824
sum of CCSD weights = 1.0000000000
sum of 36 energy derivatives = 1.00000006
largest derivative-weight difference = 3.0e-08
norm of triples and quadruples in CCSD ket = 0.127943
smallest CCSD weight up to doubles = 1.5762e-03
  its excitation rank = 2, L = -3.4474e-02, C = -4.5722e-02
  exact weight of that determinant = 1.3912e-03
number of CCSD weights below -1e-8 = 0
INDEPENDENT PAIRS
pair excitation energy = 0.20, coupling = -0.20 hartree
t = 0.618034, lambda = 0.447214, w = 0.276393
threshold 1/w = 3.618034 pairs
M = 1: W_0 = 0.723607, W_D = 0.276393, exact W_0 = 0.723607, E = -0.123607 hartree
M = 2: W_0 = 0.447214, W_D = 0.552786, exact W_0 = 0.523607, E = -0.247214 hartree
M = 3: W_0 = 0.170820, W_D = 0.829180, exact W_0 = 0.378885, E = -0.370820 hartree
M = 4: W_0 = -0.105573, W_D = 1.105573, exact W_0 = 0.274164, E = -0.494427 hartree
M = 5: W_0 = -0.381966, W_D = 1.381966, exact W_0 = 0.198387, E = -0.618034 hartree
M = 6: W_0 = -0.658359, W_D = 1.658359, exact W_0 = 0.143554, E = -0.741641 hartree
M = 4: reference weight from CCSD energy slope = -0.105573
M = 4: exact doubles weight = 0.418885, exact weight beyond doubles = 0.306950
M = 2, full fermionic CCSD: W_0 = 0.447214
```
